# Does tension stabilise a stressed surface? The Asaro–Tiller–Grinfeld instability

**Q:** I have two films to anneal, one under compression and one under tension. I expect trouble only from the first. A compressed film wants more room, so its surface pushes out into waves. A stretched film is pulled flat, like a drumhead.

**A:** The drumhead is a good picture of a different process. Take a thin sheet of thickness $t$ with its ends held, carrying an in-plane stress $\sigma_0$, positive for tension. Deflect it sideways by $v(x)$. Each line element lengthens by the fraction $\sqrt{1+v'^2}-1\approx v'^2/2$, and the existing stress does work on that extra strain. The energy per area changes by
$$\tfrac12\,\sigma_0 t\,v'^2 ,$$
apart from the bending energy. This is linear in $\sigma_0$: tension resists the deflection and compression favours it. That is buckling, and your intuition is right for it.

During an anneal, the surface of a thick solid changes shape in another way. Atoms leave one place on the surface and attach at another. The sheet is not deflected; material is redistributed. So the question becomes where an added atom costs the least energy.

**Q:** Then compute that cost. I still expect the sign of the stress to show up.

**A:** Let the solid fill $y<h(x)$ with
$$h=a\cos kx,\qquad ak\ll1 ,$$
uniform along $z$. It is isotropic and linearly elastic, with Young's modulus $E$ and Poisson ratio $\nu$. The surface energy $\gamma$ is taken as isotropic and independent of strain, and surface stress is neglected, so the surface carries no traction.

Add a thin layer $\delta h(x)$, coherent with the strained solid beneath it. The new material brings elastic energy $w\,\delta h$ per area, where $w$ is the elastic energy density at the surface. The rest of the solid then relaxes a little. Because it was in equilibrium, with a traction-free surface and fixed remote boundaries, small changes of displacement alter its energy only at second order. The elastic cost per added volume is therefore $w$.

The surface energy is $\gamma\int\sqrt{1+h'^2}\,dx\approx\gamma\int(1+h'^2/2)\,dx$. Its variation is $\gamma\int h'\,\delta h'\,dx=-\gamma\int h''\,\delta h\,dx$, after integration by parts over whole periods. With atomic volume $\Omega$, the chemical potential is
$$\frac{\mu}{\Omega}=w+\gamma\kappa,\qquad \kappa\approx-h''=ak^2\cos kx .$$
The curvature $\kappa$ is positive at a crest, so surface energy makes crests expensive. What remains is to find how $w$ varies along the surface.

**Q:** For that we need the stress in a wavy solid.

**A:** Yes, to first order in $a$. The flat solid has $\sigma_{xx}=\sigma_0$ and no $\sigma_{yy}$ or $\sigma_{xy}$. The wavy surface has a normal along $(-h',1)$, and no force may act on it:
$$-h'(\sigma_0+\delta\sigma_{xx})+\sigma_{xy}=0,\qquad -h'\sigma_{xy}+\sigma_{yy}=0 .$$
The product $h'\delta\sigma_{xx}$ is second order, so the first condition gives $\sigma_{xy}=\sigma_0h'$. Then $h'\sigma_{xy}$ is second order too, and the second condition gives $\sigma_{yy}=0$. To this order both can be imposed at $y=0$.

Use an Airy function $\varphi$, with
$$\delta\sigma_{xx}=\varphi_{yy},\qquad \sigma_{yy}=\varphi_{xx},\qquad \sigma_{xy}=-\varphi_{xy}.$$
Force balance is then automatic, and compatibility requires $\nabla^4\varphi=0$. The solutions with this wavelength and symmetry that decay into the solid are $\varphi=(C+Ay)e^{ky}\cos kx$. At $y=0$ we have $\sigma_{yy}=-k^2C\cos kx$, which must vanish, so $C=0$. The shear stress is
$$\sigma_{xy}=kA(1+ky)e^{ky}\sin kx .$$
At $y=0$ it must equal $\sigma_0h'=-\sigma_0ak\sin kx$, hence $A=-\sigma_0a$. Finally,
$$\delta\sigma_{xx}=A(2k+k^2y)e^{ky}\cos kx ,$$
and at the surface
$$\sigma_{xx}=\sigma_0\,(1-2ak\cos kx).$$

**Q:** So the stress at a crest is lower when $\sigma_0$ is positive. When $\sigma_0$ is negative, the correction is positive there. The sign does show up.

**A:** It shows up in the correction, but look at the magnitude. The bracket multiplies $\sigma_0$ whatever its sign. At a crest $|\sigma_{xx}|$ falls, and in a trough it rises. A crest has free flanks, so it can contract if it was stretched and expand if it was squeezed. Both motions relieve it.

Now the energy density. For a linear solid $w=\tfrac12\sigma_{ij}\varepsilon_{ij}$, and the symmetry of the elastic constants gives, to first order,
$$\delta w=\sigma^{(0)}_{ij}\,\delta\varepsilon_{ij}
=\sigma_0\,\delta\varepsilon_{xx}+\sigma^{(0)}_{zz}\,\delta\varepsilon_{zz}.$$
The ripple is uniform along $z$ and the solid is held at fixed length in that direction, so $\delta\varepsilon_{zz}=0$. The last term drops out, whether the original stress was uniaxial or equal in both in-plane directions.

The condition $\delta\varepsilon_{zz}=0$ also fixes $\delta\sigma_{zz}=\nu\,\delta\sigma_{xx}$ at the surface, where $\sigma_{yy}=0$. Hooke's law then gives
$$\delta\varepsilon_{xx}=\frac{\delta\sigma_{xx}-\nu\,\delta\sigma_{zz}}{E}
=\frac{1-\nu^2}{E}\,\delta\sigma_{xx}.$$
Insert $\delta\sigma_{xx}=-2\sigma_0ak\cos kx$:
$$\delta w=-\frac{2(1-\nu^2)\sigma_0^2}{E}\,ak\cos kx .$$
One factor $\sigma_0$ is the stress already present. The other comes from the disturbance, which that same stress produces. Reversing the stress reverses both factors, and their product stays the same.

**Q:** Then elastic energy favours crests in my tensile film as well. Does it win against surface energy?

**A:** That depends on the wavelength. The full first-order variation is
$$\frac{\delta\mu}{\Omega}=\left[\gamma k^2-\frac{2(1-\nu^2)\sigma_0^2k}{E}\right]a\cos kx .$$
If the bracket is negative, atoms have a lower chemical potential at crests and move there from the troughs.

For surface diffusion, let $N_s$ be the number of mobile atoms per area and $D_s$ their diffusivity. The flux is $J=-(D_sN_s/k_BT)\,\partial\mu/\partial x$, and conservation of volume gives $h_t=-\Omega\,\partial J/\partial x$. Thus
$$h_t=M\frac{\partial^2}{\partial x^2}\frac{\mu}{\Omega},\qquad M=\frac{D_sN_s\Omega^2}{k_BT}.$$
Two derivatives of $\cos kx$ bring a factor $-k^2$. With $a\propto e^{st}$,
$$s=Mk^2\left[\frac{2(1-\nu^2)\sigma_0^2k}{E}-\gamma k^2\right]
=M\gamma\,(k_ck^3-k^4),$$
$$k_c=\frac{2(1-\nu^2)\sigma_0^2}{E\gamma}.$$
Ripples with $0<k<k_c$ grow and those with $k>k_c$ decay. Short waves decay because the curvature cost carries one more power of $k$ than the elastic gain. Very long waves are unstable but slow: there $s\approx M\gamma k_ck^3$. Two powers of $k$ come from transport, since atoms must travel far, and one from the elastic gain, which is itself weak at small $k$.

For the fastest wave, set $ds/dk=M\gamma(3k_ck^2-4k^3)=0$, which gives $k=\tfrac34k_c$. Its rate is
$$s_{\max}=M\gamma k_c^4\left(\frac{27}{64}-\frac{81}{256}\right)=\frac{27}{256}M\gamma k_c^4 .$$
If $\sigma_0=0$, then $k_c=0$ and every ripple decays. Within this model, the way to remove the instability is to remove the stress, not to change its sign.

**Q:** Could this be peculiar to surface diffusion? Suppose atoms exchange with a vapour instead.

**A:** Then a simple law is $h_t=-K\,\delta\mu/\Omega$, with $K$ a positive constant and the vapour in balance with the flat stressed surface. The same bracket gives
$$s=K\gamma\,(k_ck-k^2).$$
The threshold is again $k_c$. The fastest wave moves to $k_c/2$, because $ds/dk=K\gamma(k_c-2k)$, and its rate is $K\gamma k_c^2/4$. Energy alone sets the threshold $k_c$; the transport law decides at what fraction of $k_c$ growth is fastest, and how fast it is for given $k_c$ and $\gamma$. The sign of $\sigma_0$ enters neither.

**Q:** Put numbers on my two films.

**A:** Take round model values: $E=100$ GPa, $\nu=0.25$, $\gamma=1$ J/m² and $M=10^{-32}$ m⁶/(J s). Let the elastic strain be $\varepsilon=\pm1\,\%$, equal in both in-plane directions. Then
$$\sigma_0=\frac{E\varepsilon}{1-\nu}=\pm\frac{100\times0.01}{0.75}\ \text{GPa}=\pm1.333\ \text{GPa}.$$
For either sign,
$$k_c=\frac{2\times0.9375\times(1.333\times10^9)^2}{10^{11}\times1}\ \text{m}^{-1}=3.33\times10^7\ \text{m}^{-1}.$$
The neutral wavelength is $2\pi/k_c=188.5$ nm, and the fastest is $4/3$ of that, 251.3 nm. The largest rate is
$$s_{\max}=\frac{27}{256}\times10^{-32}\times1\times(3.333\times10^7)^4\ \text{s}^{-1}=1.30\times10^{-3}\ \text{s}^{-1},$$
so the amplitude grows by a factor $e$ in 768 s.

These values were also found without the first-order stress formula, by imposing zero traction on the curved surface itself for a ripple with $ak=0.001$. The neutral and fastest wavelengths came out as 188.5 and 251.3 nm for both films. The rates from that calculation, with $M$ held the same throughout, are these:

| Wavelength (nm) | Tension (10⁻³ s⁻¹) | Compression (10⁻³ s⁻¹) | No stress (10⁻³ s⁻¹) |
|---|---|---|---|
| 150 | −6.29 | −6.29 | −30.8 |
| 250 | +1.30 | +1.30 | −3.99 |
| 400 | +0.68 | +0.68 | −0.61 |

The first row matters for your drumhead. A 150 nm ripple does flatten under tension, but about five times more slowly than with no stress. Surface energy does the flattening, and the tension opposes it.

**Q:** I would like to see the energy itself go down in the tensile film.

**A:** Take a ripple of amplitude 1 nm at the fastest wavelength, so $k=2.5\times10^7$ m⁻¹ and $ak=0.025$. The stress changes by the fraction $2ak=0.05$. In tension it is $+1.267$ GPa at the crest and $+1.400$ GPa in the trough. In compression it is $-1.267$ and $-1.400$ GPa.

The energy density is 13.33 MJ/m³ on the flat surface, 12.52 at the crest and 14.19 in the trough, for both signs. The first-order formula gives a change of 0.833 MJ/m³ each way. The actual changes, before rounding, are about $-0.81$ and $+0.85$. The difference is the next term of the quadratic energy,
$$\frac{1-\nu^2}{2E}(\delta\sigma_{xx})^2\approx0.02\ \text{MJ/m}^3 ,$$
which is positive at both places. The order-$a^2$ correction to the surface stress would enter $w$ at the same order, but it vanishes at crest and trough; on the flanks it does not.

For the total energy, note that changing $a$ by $da$ adds a layer $\cos kx\,da$. The energy per area therefore changes by the average of $(\delta\mu/\Omega)\cos kx\,da$. Since $\cos^2kx$ averages to $1/2$, integration from zero amplitude gives
$$\Delta U=-\frac{(1-\nu^2)\sigma_0^2ka^2}{2E}+\frac{\gamma k^2a^2}{4}.$$
A direct integral of the energy density over the volume gave $-0.208$ mJ/m² for the elastic part, and the added surface area costs $+0.156$ mJ/m². The sum is $-0.052$ mJ/m², in tension and in compression alike. The rippled surface has the lower energy.

**Q:** Your derivation used a solid stressed all the way down. My films sit on unstressed substrates.

**A:** If film and substrate have the same elastic constants and the interface is flat and coherent, the result is unchanged. The original stress is then confined to the film. It has no component acting across the flat interface, so it loads nothing there. The ripple still produces the surface shear $\sigma_0h'$, and the pair responds to it as one uniform half-space. The volume integral I just quoted was in fact done for a film 20 nm thick on an unstressed substrate.

There are conditions. The troughs must stay inside the film, and the film must be thick enough that its surface energy does not depend on its thickness. If the substrate is stiffer or softer, the result changes once the film is not thick compared with $1/k$, the length that sets how fast the disturbance decays with depth. Here that length is 40 nm. The film must also stay coherent. For silicon–germanium on silicon the equilibrium thickness for misfit dislocations is only about 10 nm at 1 % strain and about 4 nm at 2 %. A 20 nm film is then metastable, and an anneal may relax part of its stress.

**Q:** Perhaps the symmetry belongs only to tiny ripples. Could tension and compression part ways once the slopes are large?

**A:** Not within linear elasticity with constant $\gamma$ and equal mobility. For any given surface shape, the elastic equations and the zero-traction condition are linear in the total stress. Replacing $\sigma_0$ by $-\sigma_0$ reverses every stress component and leaves $w$ as it was at each point. The chemical potential is the same, so the two shapes evolve alike. What fails at large slope is the exponential growth law, not the symmetry. The symmetry itself is broken by nonlinear elasticity, more as the strain grows, and by any other property of the surface that depends on the sign of the strain. With the third-order elastic constants of silicon and a (001) surface, $k_c$ differs between the two signs by about 1 % at 0.1 % strain. At 1 % strain it is roughly 10 % larger in compression, which makes the largest rate some 35 to 55 % higher. Both signs remain unstable.

**Q:** Then a difference between real tensile and compressive films would not contradict you.

**A:** No, it would point to something outside the model. Mobility is one candidate. If $M$ differs between the two signs of strain, so do the growth rates. But $\partial\mu/\partial x$ is already first order in $a$, so only the value of $M$ on the flat surface enters, and $k_c$ does not move. Surface stress and a strain-dependent surface energy are other candidates, and they can shift the threshold.

For a real comparison, silicon–germanium on silicon is compressed, because germanium has the larger lattice, by roughly 4 %. Silicon on a relaxed silicon–germanium layer is stretched. A strain of 1 % corresponds to roughly a quarter germanium, and my $E$ and $\gamma$ are of the right order for such materials. The mobility was chosen for convenience. It depends steeply on temperature, so 768 s is not a prediction for any anneal; the neutral and fastest wavelengths do not contain $M$. One assumption much at risk is the isotropic, constant $\gamma$. Suppose its effective value were 10 % lower for one sign of strain. Since $k_c\propto1/\gamma$, the neutral wavelength would be 10 % shorter. Since $s_{\max}\propto\gamma k_c^4\propto\gamma^{-3}$, the largest rate would be about 37 % higher at equal $M$. A faceted surface departs further. If tilting it costs energy in proportion to $|h'|$, the cost is of order $a$ while the elastic gain is of order $a^2$. Small ripples then do not grow under either sign of stress, and a finite disturbance is needed.

**Q:** So if I must choose between a compressive film at 1 % and a tensile one at 2 %, tension is no reason to choose the second.

**A:** In this model it is much the worse choice. With $E$, $\nu$, $\gamma$ and $M$ held fixed, $k_c\propto\sigma_0^2$ and $s_{\max}\propto k_c^4\propto\sigma_0^8$. Doubling the strain divides the neutral wavelength by 4, from 188.5 to 47.1 nm, and multiplies the largest rate by $2^8=256$. The growth time drops from 768 s to 3 s. The fastest wavelength falls from 251.3 to 62.8 nm. Here only the magnitude of the stress counts. In a real film, effects that this model leaves out, such as strain-dependent step energies and mobility, facets or misfit dislocations, can depend on the sign or outweigh this instability. Silicon's nonlinear elasticity alone lowers the factor 256 to roughly 130 to 160. In silicon–germanium growth, compressed layers have been reported to roughen while stretched ones stay smooth, an effect attributed to strain-dependent step energies. The final choice therefore needs data for the material and the anneal.

## Table of computed values

```
Young's modulus: 100 GPa
Poisson ratio: 0.25
surface energy: 1.0 J/m^2
mobility M: 1.0e-32 m^6/(J s)
strain +1 %: stress +1.333 GPa
strain +1 %: k_c formula 3.333e+07 1/m
strain +1 %: neutral wavelength formula 188.5 nm, numerical 188.5 nm
strain +1 %: fastest wavelength formula 251.3 nm, numerical 251.3 nm
strain +1 %: largest rate formula 1.302e-03 1/s, numerical 1.302e-03 1/s
strain +1 %: e-folding time 768 s
strain -1 %: stress -1.333 GPa
strain -1 %: k_c formula 3.333e+07 1/m
strain -1 %: neutral wavelength formula 188.5 nm, numerical 188.5 nm
strain -1 %: fastest wavelength formula 251.3 nm, numerical 251.3 nm
strain -1 %: largest rate formula 1.302e-03 1/s, numerical 1.302e-03 1/s
strain -1 %: e-folding time 768 s
strain +2 %: stress +2.667 GPa
strain +2 %: k_c formula 1.333e+08 1/m
strain +2 %: neutral wavelength formula 47.1 nm, numerical 47.1 nm
strain +2 %: fastest wavelength formula 62.8 nm, numerical 62.8 nm
strain +2 %: largest rate formula 3.333e-01 1/s, numerical 3.333e-01 1/s
strain +2 %: e-folding time 3 s
largest-rate ratio, +2 % to -1 %: 256.0
rate at 150 nm [1/s]: tension -6.287e-03, compression -6.287e-03, no stress -3.079e-02
rate at 250 nm [1/s]: tension +1.302e-03, compression +1.302e-03, no stress -3.990e-03
rate at 400 nm [1/s]: tension +6.831e-04, compression +6.831e-04, no stress -6.088e-04
ripple: amplitude 1.0 nm, a*k = 0.0250
tension: stress crest +1.267 GPa, trough +1.400 GPa
tension: energy density crest 12.52, flat 13.33, trough 14.19 MJ/m^3
compression: stress crest -1.267 GPa, trough -1.400 GPa
compression: energy density crest 12.52, flat 13.33, trough 14.19 MJ/m^3
first-order energy-density change: 0.833 MJ/m^3
tension: ripple energy per area, elastic -0.2082, surface +0.1562, sum -0.0520 mJ/m^2
compression: ripple energy per area, elastic -0.2082, surface +0.1562, sum -0.0520 mJ/m^2
film thickness in that energy test: 20.0 nm
```
